# Why titanium's +4 in titanium tetrachloride is not its atomic charge: a program that tests the result

```python
# Result under test: in TiCl4 the oxidation state +4 is a rounded count of
# electron pairs, while atomic charges sum the actual shares of the pairs.
# share   : eigenvalue (0..1) of the Ti weight within the occupied orbitals
# charge  : 22 - 2*sum(share);  count : 22 - 2*(number of shares above 1/2)
# sharing : 4*sum(share*(1-share)), an upper bound to |count - charge|
# The ionic control is a determinant of unmixed Ti(4+) and Cl(-) orbitals.
import os
for variable in ('OMP_NUM_THREADS', 'OPENBLAS_NUM_THREADS', 'MKL_NUM_THREADS'):
    os.environ[variable] = '1'      # one core: must be set before numpy loads
import numpy as np
from scipy import constants
from scipy.linalg import block_diag
from pyscf import gto, scf, dft, lo, lib

lib.num_threads(1)
BOHR = constants.physical_constants['Bohr radius'][0] * 1e10
HARTREE = constants.physical_constants['Hartree energy in eV'][0]
AUX = 'def2-universal-jkfit'
METHODS = ['Mulliken', 'Lowdin', 'meta-Lowdin', 'Hirshfeld']
Z_TI = 22
CORNERS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])


def build_molecule(distance, basis):
    corners = CORNERS / np.sqrt(3) * distance / BOHR
    atoms = [['Ti', (0.0, 0.0, 0.0)]] + [['Cl', tuple(c)] for c in corners]
    return gto.M(atom=atoms, unit='Bohr', basis=basis, verbose=0)


def density(mol, dm, points):
    ao = mol.eval_gto('GTOval_sph', points)
    return np.sum((ao @ dm) * ao, axis=1)


def hirshfeld_grid(mol):
    """Grid weights and Ti weight from spherical neutral free atoms."""
    overlap = mol.intor('int1e_ovlp')
    grid = dft.gen_grid.Grids(mol)
    grid.level = 2
    grid.build()
    ao = mol.eval_gto('GTOval_sph', grid.coords)
    free = np.asarray(scf.RHF(mol).get_init_guess(key='atom'))
    atom_density = []
    for index, (_, _, a, b) in enumerate(mol.aoslice_by_atom()):
        electrons = np.sum(free[a:b, a:b] * overlap[a:b, a:b])
        assert abs(electrons - mol.atom_charge(index)) < 1e-5
        part = ao[:, a:b]
        atom_density.append(np.sum((part @ free[a:b, a:b]) * part, axis=1))
    first, last = mol.aoslice_by_atom()[0][2:4]
    only_ti = np.zeros_like(free)
    only_ti[first:last, first:last] = free[first:last, first:last]
    probe = density(mol, only_ti, np.array([[0, 0, 1.5], [1.5 / 3**0.5] * 3]))
    assert abs(probe[0] / probe[1] - 1) < 1e-4
    weight = atom_density[0] / np.maximum(sum(atom_density), 1e-200)
    return grid.coords, grid.weights, weight


def prepare(mol, grid_data):
    """Atomic weights of all partition rules for one basis."""
    overlap = mol.intor('int1e_ovlp')
    first, last = mol.aoslice_by_atom()[0][2:4]
    values, vectors = np.linalg.eigh(overlap)
    root = (vectors * np.sqrt(values)) @ vectors.T
    meta = lo.orth_ao(mol, 'meta_lowdin', s=overlap)
    assert np.allclose(meta.T @ overlap @ meta, np.eye(len(overlap)), atol=1e-7)
    coords, weights, hirshfeld = grid_data
    return dict(S=overlap, ti=slice(first, last), root=root,
                meta=meta.T @ overlap, w=weights, hirsh=hirshfeld,
                ao=mol.eval_gto('GTOval_sph', coords))


def analyse(tools, occ):
    """Ti charge by four rules; share matrices for the last three."""
    ti = tools['ti']
    dm = 2 * occ @ occ.T
    charges = [Z_TI - np.sum((dm * tools['S'])[ti])]
    matrices = {}
    for name, key in (('Lowdin', 'root'), ('meta-Lowdin', 'meta')):
        rows = (tools[key] @ occ)[ti]
        matrices[name] = rows.T @ rows
    phi = tools['ao'] @ occ
    total = 2 * np.sum(tools['w'][:, None] * phi**2)
    assert abs(total - 2 * occ.shape[1]) < 0.02
    matrices['Hirshfeld'] = phi.T @ (phi * (tools['w'] * tools['hirsh'])[:, None])
    charges += [Z_TI - 2 * np.trace(matrices[m]) for m in METHODS[1:]]
    return np.array(charges), matrices


def solve(mf, guess=None):
    mf.conv_tol = 1e-7
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


def occupied(mf):
    return mf.mo_coeff[:, mf.mo_occ > 0]


def sphere_electrons(mol, dm, radius):
    t, wt = np.polynomial.legendre.leggauss(60)
    t, wt = (t + 1) / 2, wt / 2
    r, wr = radius * t**2, 2 * radius * t * wt
    c, wc = np.polynomial.legendre.leggauss(12)
    angle = 2 * np.pi * (np.arange(24) + 0.5) / 24
    cc, aa = np.meshgrid(c, angle, indexing='ij')
    s = np.sqrt(1 - cc**2)
    unit = np.stack([s * np.cos(aa), s * np.sin(aa), cc], axis=-1).reshape(-1, 3)
    w_ang = np.repeat(wc, 24) * 2 * np.pi / 24
    points = (r[:, None, None] * unit[None]).reshape(-1, 3)
    rho = density(mol, dm, points).reshape(len(r), -1)
    return np.sum(wr * r**2 * (rho @ w_ang))


def show(label, row):
    print(f'{label:<30}' + ' '.join(f'{x:+8.3f}' for x in row), flush=True)


# --- one bond pair: diagonalization against the closed formula ---
gap, coupling = 4.0, 2.0
for d, b in ((gap, coupling), (1.0, 3.0), (6.0, 0.5)):
    _, vec = np.linalg.eigh(np.array([[0.0, b], [b, d]]))
    pair_share = 0.5 * (1 - d / np.sqrt(d * d + 4 * b * b))
    assert abs(vec[1, 0]**2 - pair_share) < 1e-12 and pair_share < 0.5
    if d == gap:
        model_share = vec[1, 0]**2
print(f'Model pair: gap {gap:.1f} eV, coupling {coupling:.1f} eV, '
      f'metal share {model_share:.4f}', flush=True)

# --- TiCl4 at the main level ---
distance = 2.17
mol = build_molecule(distance, 'def2-svp')
mf = solve(scf.RHF(mol).density_fit(auxbasis=AUX))
occ = occupied(mf)
dm = 2 * occ @ occ.T
print(f'Ti-Cl distance {distance:.2f} angstrom; {mol.nao} basis functions, '
      f'{mol.nelectron} electrons, {occ.shape[1]} occupied orbitals', flush=True)
grid_data = hirshfeld_grid(mol)
tools = prepare(mol, grid_data)
q_main, matrices = analyse(tools, occ)
print('Ti charges in e, columns: ' + ', '.join(METHODS))
show('RHF/def2-SVP', q_main)
library_charges = mf.mulliken_pop(verbose=0)[1]
assert abs(library_charges[0] - q_main[0]) < 1e-6
assert np.ptp(library_charges[1:]) < 1e-3
d_rows = [i for i, lab in enumerate(mol.ao_labels(fmt=None))
          if lab[0] == 0 and 'd' in lab[2]]
d_population = np.sum((dm * tools['S'])[d_rows])

# --- ionic control: free-ion orbitals, orthogonalized but not mixed ---
ion_orbitals = []
for symbol, charge in (('Ti', 4), ('Cl', -1)):
    ion = scf.RHF(gto.M(atom=symbol, charge=charge, basis='def2-svp', verbose=0))
    ion_orbitals.append(occupied(solve(ion)))
raw = block_diag(ion_orbitals[0], *([ion_orbitals[1]] * 4))
assert raw.shape == occ.shape
val, vec = np.linalg.eigh(raw.T @ tools['S'] @ raw)
ionic = raw @ (vec / np.sqrt(val)) @ vec.T
dm_ionic = 2 * ionic @ ionic.T
q_ionic, _ = analyse(tools, ionic)
show('ionic control/def2-SVP', q_ionic)
assert abs(q_ionic[0] - 4) < 1e-7
assert np.all(q_main < q_ionic)
energy_above = (mf.energy_tot(dm=dm_ionic) - mf.e_tot) * HARTREE
assert energy_above > 0

# --- one change at a time: functional, then basis on Ti ---
pbe = dft.RKS(mol).density_fit(auxbasis=AUX)
pbe.xc = 'pbe'
pbe.grids.level = 1
pbe.with_df = mf.with_df            # same molecule: fitted integrals reused
q_pbe, pbe_matrices = analyse(tools, occupied(solve(pbe, dm)))
show('PBE/def2-SVP', q_pbe)
mol_big = build_molecule(distance, {'Ti': 'def2-tzvp', 'Cl': 'def2-svp'})
mf_big = solve(scf.RHF(mol_big).density_fit(auxbasis=AUX))
q_big, _ = analyse(prepare(mol_big, grid_data), occupied(mf_big))
show('RHF, def2-TZVP on Ti only', q_big)

for q in (q_main, q_pbe, q_big):
    assert q.max() < 3 and q[3] > 0 and np.ptp(q) > 0.2
assert q_main[0] > 0

show('shift: ionic to RHF', q_main - q_ionic)
show('shift: RHF to PBE', q_pbe - q_main)
show('shift: larger basis on Ti', q_big - q_main)
print(f'Spread of the four RHF/def2-SVP charges: {np.ptp(q_main):.3f} e')
print(f'Mulliken charge of each Cl, RHF/def2-SVP: {library_charges[1]:+.3f} e')
print(f'Mulliken d population of Ti, RHF/def2-SVP: {d_population:.3f} electrons')
print(f'Ionic control above RHF energy: {energy_above:.2f} eV', flush=True)

# --- the same shares, rounded and summed ---
lowdin_density = tools['root'] @ dm @ tools['root']
inside = np.zeros(len(dm), bool)
inside[tools['ti']] = True
wiberg = np.sum(lowdin_density[np.ix_(inside, ~inside)]**2)
for name in METHODS[1:]:
    matrix = matrices[name]
    shares = np.linalg.eigvalsh(matrix)[::-1]
    assert shares.min() > -1e-3 and shares.max() < 1 + 1e-3
    charge = q_main[METHODS.index(name)]
    count = Z_TI - 2 * int(np.sum(shares > 0.5))
    sharing = 4 * np.sum(shares * (1 - shares))
    assert abs(count - charge) <= sharing + 1e-3
    if name == 'Lowdin':
        assert abs(sharing - wiberg) < 1e-6
    else:
        assert count == 4
        pbe_shares = np.linalg.eigvalsh(pbe_matrices[name])
        assert Z_TI - 2 * int(np.sum(pbe_shares > 0.5)) == 4
    # electron-number distribution on Ti: independent events ...
    chance = np.array([1.0])
    for s in np.repeat(shares, 2):
        chance = np.convolve(chance, [1 - s, s])
    # ... against the determinant generating function on the unit circle
    n = len(chance)
    circle = np.exp(2j * np.pi * np.arange(n) / n)
    generating = np.array([np.linalg.det(np.eye(len(matrix)) + (z - 1) * matrix)**2
                           for z in circle])
    assert np.allclose(np.fft.fft(generating).real / n, chance, atol=1e-9)
    print(f'{name}: count {count:+d}, charge {charge:+.3f} e, '
          f'sharing index {sharing:.3f}')
    print('  9th to 12th share: ' + ' '.join(f'{s:.3f}' for s in shares[8:12]))
    print('  13th to 18th share: ' + ' '.join(f'{s:.3f}' for s in shares[12:18]))
    print(f'  electrons from first 9 shares {2*shares[:9].sum():.3f}, '
          f'from the rest {2*shares[9:].sum():.3f}')
    print(f'  probability of exactly 18 electrons on Ti: {chance[18]:.4f}; '
          f'most probable number {int(np.argmax(chance))}', flush=True)

# --- electron count in a sphere: no assignment of basis functions ---
line = np.linspace(0.5, 1.7, 1201) / BOHR
on_bond = density(mol, dm, line[:, None] * CORNERS[0] / np.sqrt(3))
lowest = int(np.argmin(on_bond))
assert 0 < lowest < len(line) - 1
radius = line[lowest]
only_ion = np.zeros_like(dm)
only_ion[tools['ti'], tools['ti']] = 2 * ion_orbitals[0] @ ion_orbitals[0].T
assert abs(sphere_electrons(mol, only_ion, 12.0) - 18) < 1e-3
n_ion = sphere_electrons(mol, only_ion, radius)
n_control = sphere_electrons(mol, dm_ionic, radius)
n_molecule = sphere_electrons(mol, dm, radius)
assert n_molecule > n_control + 0.1
print(f'Density minimum on the bond: {radius*BOHR:.3f} angstrom from Ti')
print(f'Electrons in that sphere: free Ti4+ {n_ion:.3f}, '
      f'ionic control {n_control:.3f}, molecule {n_molecule:.3f}')
print(f'Extra electrons, molecule minus ionic control: {n_molecule-n_control:.3f}')
print('all assertions hold')
```

Output:

```
Model pair: gap 4.0 eV, coupling 2.0 eV, metal share 0.1464
Ti-Cl distance 2.17 angstrom; 103 basis functions, 90 electrons, 45 occupied orbitals
Ti charges in e, columns: Mulliken, Lowdin, meta-Lowdin, Hirshfeld
RHF/def2-SVP                    +0.921   -0.105   +1.461   +0.652
ionic control/def2-SVP          +4.000   +2.000   +3.423   +2.136
PBE/def2-SVP                    +0.480   -0.501   +0.928   +0.298
RHF, def2-TZVP on Ti only       +1.033   -1.077   +1.536   +0.653
shift: ionic to RHF             -3.079   -2.106   -1.962   -1.484
shift: RHF to PBE               -0.442   -0.396   -0.533   -0.353
shift: larger basis on Ti       +0.112   -0.971   +0.074   +0.001
Spread of the four RHF/def2-SVP charges: 1.566 e
Mulliken charge of each Cl, RHF/def2-SVP: -0.230 e
Mulliken d population of Ti, RHF/def2-SVP: 2.008 electrons
Ionic control above RHF energy: 27.38 eV
Lowdin: count +4, charge -0.105 e, sharing index 6.390
  9th to 12th share: 0.991 0.333 0.333 0.333
  13th to 18th share: 0.213 0.171 0.171 0.148 0.148 0.148
  electrons from first 9 shares 17.953, from the rest 4.153
  probability of exactly 18 electrons on Ti: 0.0103; most probable number 22
meta-Lowdin: count +4, charge +1.461 e, sharing index 4.006
  9th to 12th share: 1.000 0.249 0.249 0.249
  13th to 18th share: 0.217 0.132 0.132 0.012 0.012 0.012
  electrons from first 9 shares 17.999, from the rest 2.540
  probability of exactly 18 electrons on Ti: 0.0575; most probable number 20
Hirshfeld: count +4, charge +0.652 e, sharing index 6.392
  9th to 12th share: 0.969 0.237 0.237 0.237
  13th to 18th share: 0.195 0.149 0.149 0.116 0.116 0.116
  electrons from first 9 shares 17.772, from the rest 3.576
  probability of exactly 18 electrons on Ti: 0.0352; most probable number 21
Density minimum on the bond: 1.016 angstrom from Ti
Electrons in that sphere: free Ti4+ 17.724, ionic control 17.926, molecule 18.975
Extra electrons, molecule minus ionic control: 1.050
all assertions hold
```
